**Spin-resolved masses of a massive Dirac monolayer**

For spin-averaged gap Δ and valence splitting 2λ, the heavier and lighter band-edge masses have the ratio (Δ + λ)/(Δ − λ), provided that both spins share one velocity and one conduction edge. With Δ = 1.60 eV and 2λ = 0.46 eV, the program finds gaps of 1.37 and 1.83 eV and a mass ratio of 1.336. It diagonalizes the four-band Hamiltonian, obtains the masses from finite-difference curvatures, and asserts that they agree with the derived formula. It also asserts the exchange of spins between valleys, the independence of the ratio from a common velocity, and the growth of the mass away from the edge. A honeycomb-lattice coupling is asserted to leave the band-edge masses unchanged, although it makes the hole energy anisotropic at the Fermi wavevector. Adding the bare free-electron term changes the ratio to 1.62 for holes and 1.23 for electrons, which shows the scale of the quadratic terms left out of the model. The output also gives the ratio for a larger gap, a split conduction edge and unequal velocities.

## Check in Python

```python
# Result under test: in a massive Dirac monolayer with spin-averaged gap GAP
# and valence spin splitting SPLIT = 2*lam, the band-edge masses of the two
# spins have the ratio (GAP + lam)/(GAP - lam), about 1.34 here.
# Symbols: HV = hbar*velocity (eV nm), HB2 = hbar^2/m0 (eV nm^2), m0 = free
# electron mass, k = wavevector from the valley point (1/nm), tau = valley.
# Spin index 0 = up, 1 = down. Band index 0 = valence, 1 = conduction.
import numpy as np
from scipy import constants as const

GAP, SPLIT, HV = 1.60, 0.46, 0.39
LATTICE = 0.33            # lattice constant, nm
DENSITY_CM = 1.0e13       # hole density, 1/cm^2
TEMPERATURE = 300.0       # K
LARGE_GAP = 2.1           # rough quasiparticle gap, eV
COND_SPLIT = 0.04         # rough conduction splitting, eV
VEL_DIFF = 0.02           # illustrative relative velocity difference
lam = SPLIT / 2
HB2 = const.hbar**2 / const.m_e / const.e * 1e18
KT = const.k * TEMPERATURE / const.e

SX = np.array([[0, 1], [1, 0]], complex)
SY = np.array([[0, -1j], [1j, 0]])
SZ = np.diag([1.0, -1.0]).astype(complex)
ID = np.eye(2)


def hamiltonian(kx, ky, tau=1, gap=GAP, hv=HV, cond=0.0, beta=0.0):
    """Four-band matrix, orbital (conduction, valence) times spin."""
    orbital = hv * (tau * kx * SX + ky * SY) + gap / 2 * SZ
    h = np.kron(orbital, ID)
    h = h + lam * tau * np.kron((ID - SZ) / 2, SZ)
    h = h + cond / 2 * tau * np.kron((ID + SZ) / 2, SZ)
    return h + beta * HB2 * (kx**2 + ky**2) / 2 * np.eye(4)


def levels(kx, ky, spin, **options):
    """Valence and conduction energies of one spin."""
    pick = [spin, spin + 2]
    return np.linalg.eigvalsh(hamiltonian(kx, ky, **options)[np.ix_(pick, pick)])


def edge_masses(energy, angle=0.3, step=0.02):
    """Positive hole and electron masses (m0) from five-point curvature."""
    cx, cy = np.cos(angle), np.sin(angle)
    e = [energy(j * step * cx, j * step * cy) for j in (-2, -1, 0, 1, 2)]
    curve = (-e[0] + 16*e[1] - 30*e[2] + 16*e[3] - e[4]) / (12 * step**2)
    return np.array([-HB2 / curve[0], HB2 / curve[1]])


def masses(spin, **options):
    return edge_masses(lambda x, y: levels(x, y, spin, **options))


# Band edges and gaps from diagonalization at the valley point
edges = np.array([levels(0, 0, s) for s in (0, 1)])
gaps = edges[:, 1] - edges[:, 0]
assert np.allclose(gaps, [GAP - lam, GAP + lam], atol=1e-12)
assert abs(gaps.mean() - GAP) < 1e-12
assert abs(edges[0, 0] - edges[1, 0] - SPLIT) < 1e-12
assert abs(edges[0, 1] - edges[1, 1]) < 1e-12

# Closed-form bands against the full four-band spectrum, both valleys
for tau in (1, -1):
    for kx, ky in ((0.4, -0.7), (1.3, 0.5)):
        formula = []
        for s in (1, -1):
            root = np.sqrt((GAP - lam*tau*s)**2 / 4 + HV**2 * (kx**2 + ky**2))
            formula += [lam*tau*s/2 - root, lam*tau*s/2 + root]
        numeric = np.linalg.eigvalsh(hamiltonian(kx, ky, tau=tau))
        assert np.allclose(np.sort(formula), numeric, atol=1e-12)

# Band-edge masses: numerical curvature against the derived formula
mass = np.array([masses(s) for s in (0, 1)])
mass_formula = HB2 * np.array([GAP - lam, GAP + lam]) / (2 * HV**2)
for band in (0, 1):
    assert np.allclose(mass[:, band], mass_formula, rtol=1e-6)
ratio = mass[1, 0] / mass[0, 0]
assert abs(ratio - (GAP + lam) / (GAP - lam)) < 1e-6
assert abs(ratio - 1.34) < 0.005
# The other valley exchanges the spins; another velocity keeps the ratio
assert np.allclose(masses(0, tau=-1), mass[1], rtol=1e-6)
other = masses(1, hv=0.30) / masses(0, hv=0.30)
assert np.allclose(other, ratio, rtol=1e-6)

# Quadratic term common to both bands
free = np.array([masses(s, beta=1.0) for s in (0, 1)])
assert np.allclose(1 / free[:, 0], 1 / mass_formula - 1, rtol=1e-5)
assert np.allclose(1 / free[:, 1], 1 / mass_formula + 1, rtol=1e-5)
free_ratio = free[1] / free[0]

# Larger gap, conduction splitting, unequal velocities
ratio_large = masses(1, gap=LARGE_GAP)[0] / masses(0, gap=LARGE_GAP)[0]
ratio_cond = masses(1, cond=COND_SPLIT)[0] / masses(0, cond=COND_SPLIT)[0]
ratio_vel = mass[1, 0] / masses(0, hv=HV * (1 + VEL_DIFF))[0]
assert abs(ratio_vel / ratio - (1 + VEL_DIFF)**2) < 1e-5

# Fermi level of holes in the upper valence band: two valleys, one spin each
density = DENSITY_CM * 1e-14
k_fermi = np.sqrt(2 * np.pi * density)
e_fermi = edges[0, 0] - levels(k_fermi, 0, 0)[0]
box = 1000.0
axis = 2 * np.pi / box * np.arange(-200, 201)
gx, gy = np.meshgrid(axis, axis)
depth = np.sqrt(gaps[0]**2 / 4 + HV**2 * (gx**2 + gy**2)) - gaps[0] / 2
counted = 2 * np.count_nonzero(depth < e_fermi) / box**2
assert abs(counted / density - 1) < 0.005   # finite-box counting error

# Mass at the Fermi level from the slope of the numerical band
dk = 1e-4
slope = (levels(k_fermi + dk, 0, 0)[0] - levels(k_fermi - dk, 0, 0)[0]) / (2*dk)
growth = HB2 * k_fermi / abs(slope) / mass[0, 0]
assert abs(growth - (1 + 2 * e_fermi / gaps[0])) < 1e-5
thermal_growth = 1 + 2 * KT / gaps[0]
lower_weight = np.exp(-(SPLIT - e_fermi) / KT)

# Honeycomb coupling with the same velocity: trigonal anisotropy
hop = HV / (np.sqrt(3) / 2 * LATTICE)


def lattice_levels(qx, qy, spin):
    px, py = qx + 4 * np.pi / (3 * LATTICE), qy
    phase = np.exp(1j * np.sqrt(3) / 2 * LATTICE * py)
    f = hop * (1 + 2 * np.cos(px * LATTICE / 2) * phase)
    top, bottom = edges[spin, 1], edges[spin, 0]
    return np.linalg.eigvalsh(np.array([[top, f], [np.conj(f), bottom]]))


for s in (0, 1):
    for angle in (0.0, 0.5, 1.2):
        lattice_mass = edge_masses(lambda x, y: lattice_levels(x, y, s), angle)
        assert np.allclose(lattice_mass, mass_formula[s], rtol=1e-4)
angles = np.linspace(0, 2 * np.pi, 121)
kinetic = np.array([edges[0, 0] - lattice_levels(
    k_fermi * np.cos(a), k_fermi * np.sin(a), 0)[0] for a in angles])
warping = kinetic.max() / kinetic.min()
assert warping > 1.01

print(f"Spin-averaged gap: {GAP:.2f} eV")
print(f"Valence splitting: {SPLIT:.2f} eV; half of it: {lam:.2f} eV")
print(f"hbar*v: {HV:.2f} eV nm")
print(f"hbar^2/m0: {HB2:.5f} eV nm^2")
print(f"Conduction edge, both spins: {edges[0, 1]:.2f} eV")
print(f"Valence edge, spin up: {edges[0, 0]:.2f} eV")
print(f"Valence edge, spin down: {edges[1, 0]:.2f} eV")
print(f"Gap, spin up: {gaps[0]:.2f} eV")
print(f"Gap, spin down: {gaps[1]:.2f} eV")
print(f"Mass, spin up: {mass[0, 0]:.3f} m0")
print(f"Mass, spin down: {mass[1, 0]:.3f} m0")
print(f"Mass ratio heavy/light: {ratio:.4f}")
print(f"First-order ratio 1+2*lam/gap: {1 + 2 * lam / GAP:.4f}")
print(f"Wrong ratio using full splitting: {(GAP+SPLIT)/(GAP-SPLIT):.3f}")
print("With bare free-electron term added (beta = 1):")
print(f"  hole masses up, down: {free[0, 0]:.3f}, {free[1, 0]:.3f} m0")
print(f"  electron masses up, down: {free[0, 1]:.3f}, {free[1, 1]:.3f} m0")
print(f"  hole mass ratio: {free_ratio[0]:.3f}")
print(f"  electron mass ratio: {free_ratio[1]:.3f}")
print(f"Ratio with gap {LARGE_GAP:.1f} eV: {ratio_large:.3f}")
print(f"Ratio with conduction splitting {COND_SPLIT:.2f} eV: {ratio_cond:.3f}")
print(f"Ratio, light-spin velocity {100*VEL_DIFF:.0f} % higher: {ratio_vel:.3f}")
print(f"Hole density: {DENSITY_CM:.1e} cm^-2")
print(f"Fermi wavevector: {k_fermi:.3f} nm^-1")
print(f"Hole Fermi energy from band edge: {e_fermi:.4f} eV")
print(f"Mass at Fermi level / edge mass: {growth:.3f}")
print(f"Temperature: {TEMPERATURE:.0f} K; kT: {KT:.4f} eV")
print(f"Mass at energy kT / edge mass: {thermal_growth:.3f}")
print(f"Lattice constant: {LATTICE:.2f} nm")
print(f"Hole energy at Fermi wavevector, max/min over angle: {warping:.3f}")
print(f"Boltzmann factor, lower valence edge: {lower_weight:.1e}")
print("verified")
```

It prints:

```
Spin-averaged gap: 1.60 eV
Valence splitting: 0.46 eV; half of it: 0.23 eV
hbar*v: 0.39 eV nm
hbar^2/m0: 0.07620 eV nm^2
Conduction edge, both spins: 0.80 eV
Valence edge, spin up: -0.57 eV
Valence edge, spin down: -1.03 eV
Gap, spin up: 1.37 eV
Gap, spin down: 1.83 eV
Mass, spin up: 0.343 m0
Mass, spin down: 0.458 m0
Mass ratio heavy/light: 1.3358
First-order ratio 1+2*lam/gap: 1.2875
Wrong ratio using full splitting: 1.807
With bare free-electron term added (beta = 1):
  hole masses up, down: 0.522, 0.846 m0
  electron masses up, down: 0.255, 0.314 m0
  hole mass ratio: 1.620
  electron mass ratio: 1.230
Ratio with gap 2.1 eV: 1.246
Ratio with conduction splitting 0.04 eV: 1.302
Ratio, light-spin velocity 2 % higher: 1.390
Hole density: 1.0e+13 cm^-2
Fermi wavevector: 0.793 nm^-1
Hole Fermi energy from band edge: 0.0665 eV
Mass at Fermi level / edge mass: 1.097
Temperature: 300 K; kT: 0.0259 eV
Mass at energy kT / edge mass: 1.038
Lattice constant: 0.33 nm
Hole energy at Fermi wavevector, max/min over angle: 1.156
Boltzmann factor, lower valence edge: 2.5e-07
verified
```
